# Spin-disorder resistivity of independent paramagnetic moments in Born approximation

A supercell calculation of the resistivity of a paramagnetic metal can replace the local moments by classical vectors with random directions. Before it starts, one has to choose their length: \(S\), or \(\sqrt{S(S+1)}\). Resistivity goes as the squared length at lowest order, so for \(S=7/2\) the first choice gives 0.78 of the second, and for \(S=1/2\) one third. The result below settles the choice at lowest order in the coupling: for independent moments in Born approximation,

\[
\rho=\frac{3\pi m^2\Omega J^2S(S+1)}{4k_F^2}. \tag{1}
\]

At this order the squared length is therefore \(S(S+1)\). Classical vectors miss the logarithmic correction discussed under the last assumption below, so the \(J\) used with them must be the effective coupling at the thermal energy. Equation (1) is in Hartree units; in SI units the right side is divided by \(e^2\hbar^3\). The scaling with \(J^2S(S+1)\) holds when the band and the carrier density are held fixed.

## Model

Electrons of charge \(-1\) occupy one parabolic band, \(\varepsilon_k=k^2/2m\), with density \(n=k_F^3/3\pi^2\) and \(k_BT\ll E_F\). Each of the \(N\) cells, of volume \(\Omega\), holds one moment \(\mathbf S_i\). The coupling is

\[
H_{sd}=-J\Omega\sum_i\delta(\mathbf r-\mathbf R_i)\,\mathbf s\cdot\mathbf S_i,\qquad \mathbf s=\boldsymbol\sigma/2 .
\]

Here \(J\) is an energy, and \(J>0\) favours parallel spins. Plane waves are normalized in the volume \(V=N\Omega\), so for \(\mathbf k\to\mathbf k+\mathbf q\) the matrix element, still an operator on the spins, is

\[
M_{\mathbf q}=-\frac JN\sum_i e^{-i\mathbf q\cdot\mathbf R_i}\,\mathbf s\cdot\mathbf S_i. \tag{2}
\]

The moments are unpolarized, uncorrelated between sites, and degenerate in energy. Isotropy makes \(\langle S_i^aS_i^b\rangle\) proportional to \(\delta_{ab}\), and its trace is \(S(S+1)\). Hence

\[
\langle S_i^a\rangle=0,\qquad \langle S_i^aS_j^b\rangle=\delta_{ij}\delta_{ab}\,\frac{S(S+1)}3. \tag{3}
\]

Both derivations need \(|M_{\mathbf q}|^2\), summed over all final spin states and averaged over initial moment states. Completeness of the final states turns the sum into an expectation value:

\[
\langle M_{\mathbf q}^\dagger M_{\mathbf q}\rangle
=\frac{J^2}{N^2}\sum_{ij}e^{i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)}\sum_{ab}s_as_b\langle S_i^aS_j^b\rangle .
\]

By (3) the terms with \(i\ne j\) vanish. The \(N\) remaining terms have no phase, and \(\sum_as_a^2=3/4\), so

\[
\langle M_{\mathbf q}^\dagger M_{\mathbf q}\rangle=\frac{J^2}{N}\,\frac{S(S+1)}4. \tag{4}
\]

The \(s_zS^z\) part contributes \(\tfrac14\cdot\tfrac13S(S+1)=S(S+1)/12\), one third of the total. The other two thirds flip the electron spin. Classical vectors of squared length \(S(S+1)\) obey (3) and so give the same sum. If only a fraction \(x\) of the cells carries a moment, \(xN\) terms survive and (4) is multiplied by \(x\).

## First derivation: the Boltzmann equation

The golden rule gives the total rate at which an electron leaves its state:

\[
\frac1\tau=2\pi\sum_{\mathbf k'}\frac{J^2}{N}\frac{S(S+1)}4\,\delta(\varepsilon_{k'}-\varepsilon_k)
=2\pi J^2g\,\frac{S(S+1)}4 .
\]

Here \(g\) is the density of states per spin and cell at the Fermi level:

\[
g=\Omega\int\frac{d^3k}{(2\pi)^3}\,\delta(\varepsilon_k-E_F)=\Omega\,\frac{4\pi k_F^2}{8\pi^3}\,\frac m{k_F}=\frac{\Omega mk_F}{2\pi^2}.
\]

Inserting \(g\),

\[
\frac1\tau=\frac{\Omega mk_F}{4\pi}J^2S(S+1). \tag{5}
\]

To see that this is also the rate at which current decays, let \(W\) be the rate between two electron states. The moment levels are equally populated and degenerate, so \(W\) is the same in both directions. The Pauli factors then cancel:

\[
Wf'(1-f)-Wf(1-f')=W(f'-f).
\]

In a field \(\mathbf E\) the electrons obey \(\dot{\mathbf k}=-\mathbf E\). Write \(f=f_0+(-\partial f_0/\partial\varepsilon)\phi\). The steady Boltzmann equation to first order in \(\mathbf E\) is

\[
-\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}
=\sum W\left(-\frac{\partial f_0}{\partial\varepsilon}\right)(\phi'-\phi).
\]

Scattering is elastic, so the derivative is the same for both states and divides out:

\[
\mathbf E\cdot\mathbf v=\sum W(\phi'-\phi).
\]

Try \(\phi=-\tau\,\mathbf E\cdot\mathbf v\) for both spins. By (4), \(W\) does not depend on direction, so \(\sum W\phi'\) averages \(\mathbf v'\) over a sphere and vanishes. What remains is \(-\phi/\tau=\mathbf E\cdot\mathbf v\), which the trial form satisfies. Spin flips need no separate treatment, because \(\phi\) is the same for both spins.

The current density is

\[
\mathbf j=-\frac1V\sum_{\mathbf k\sigma}\mathbf v\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\phi
=\tau\,\mathbf E\;2\,\frac g\Omega\,\frac{v_F^2}3 ,
\]

and with \(v_F=k_F/m\),

\[
2\,\frac{mk_F}{2\pi^2}\,\frac{k_F^2}{3m^2}=\frac{k_F^3}{3\pi^2m}=\frac nm .
\]

Therefore \(\rho=m/(n\tau)\), and (5) gives

\[
\rho=m\,\frac{3\pi^2}{k_F^3}\,\frac{\Omega mk_F}{4\pi}J^2S(S+1)=\frac{3\pi m^2\Omega J^2S(S+1)}{4k_F^2}.
\]

## Second derivation: power dissipated by moving moments

This route uses no relaxation time. Let the electron gas drift with a small velocity \(\mathbf u\), and describe it in the frame that moves with it. The gas is taken to be in equilibrium there, while the moments move past with velocity \(-\mathbf u\). Replacing \(\mathbf R_i\) by \(\mathbf R_i-\mathbf ut\) in (2) adds the factor \(e^{i\mathbf q\cdot\mathbf ut}=e^{-i\omega_qt}\), with

\[
\omega_q=-\mathbf q\cdot\mathbf u .
\]

A transition \(\mathbf k\to\mathbf k+\mathbf q\) thus raises the electron energy by \(\omega_q\). With (4) and a factor 2 for the initial electron spin, the absorbed power is

\[
P=2\cdot2\pi\,\frac{J^2}{N}\frac{S(S+1)}4\sum_{\mathbf q\mathbf k}\omega_q\,f_k(1-f_{k+q})\,\delta(\varepsilon_{k+q}-\varepsilon_k-\omega_q).
\]

The reverse transition has momentum \(-\mathbf q\) and energy \(-\omega_q\), and it is also in the sum. Adding the two and halving replaces the occupation factor by

\[
f_k(1-f_{k+q})-f_{k+q}(1-f_k)=f_k-f_{k+q},
\]

so that

\[
P=\frac{\pi J^2S(S+1)}{2N}\sum_{\mathbf q\mathbf k}\omega_q(f_k-f_{k+q})\,\delta(\varepsilon_{k+q}-\varepsilon_k-\omega_q).
\]

For small \(u\), \(f_k-f_{k+q}\simeq\omega_q\,\delta(\varepsilon_k-E_F)\). The sum is then already of order \(u^2\), and \(\omega_q\) can be dropped in the other delta function. With \(c\) the cosine between \(\mathbf k\) and \(\mathbf q\), the sum over \(\mathbf k\) is

\[
Ng\,\frac12\int_{-1}^1dc\;\delta\!\left(\frac{k_Fqc}m+\frac{q^2}{2m}\right)=Ng\,\frac m{2k_Fq},\qquad q<2k_F .
\]

It vanishes for larger \(q\), where no two points of the Fermi sphere are joined by \(\mathbf q\). The angular average of \((\mathbf q\cdot\mathbf u)^2\) is \(q^2u^2/3\), and \(\sum_{\mathbf q}\to V\int q^2dq/2\pi^2\) after that average. Hence

\[
\frac PV=\frac{\pi J^2S(S+1)}2\,\frac{gm}{2k_F}\,\frac{u^2}3\,\frac1{2\pi^2}\int_0^{2k_F}q^3dq
=J^2S(S+1)\,\frac{gmk_F^3u^2}{6\pi}, \tag{6}
\]

because the integral is \(4k_F^4\).

In steady drift the drag of the moments balances the electric force. The moments, moving at \(-\mathbf u\), do work on the electrons at a rate equal to the electric force times \(\mathbf u\). This is the Joule heat, \(P/V=\rho j^2=\rho n^2u^2\). Dividing (6) by \(n^2u^2\), with \(1/n^2=9\pi^4/k_F^6\),

\[
\rho=J^2S(S+1)\,\frac{3\pi^3gm}{2k_F^3}=\frac{3\pi m^2\Omega J^2S(S+1)}{4k_F^2},
\]

which is (1) again.

The integrand of (6) shows which momentum transfers matter. If the exchange has a finite range, \(J\to JF(q)\), and the resistivity is multiplied by

\[
R=\frac1{4k_F^4}\int_0^{2k_F}q^3F(q)^2dq .
\]

The Boltzmann equation gives the same factor. Its scattering-in term now adds the weight \(1-\cos\theta=q^2/2k_F^2\), and \(d\cos\theta=-q\,dq/k_F^2\) turns \(\tfrac12\int(1-\cos\theta)F^2d\cos\theta\) into \(R\). The factor \(S(S+1)\) is untouched.

## A worked case

The parameters are round and lie in the rough regime of paramagnetic gadolinium: \(S=7/2\), \(\Omega=0.033\) nm³, three carriers per cell, \(m\) equal to three electron masses, \(J=0.10\) eV, \(T=400\) K. Then \(n=3/0.033=90.91\) nm⁻³, \(k_F=(3\pi^2n)^{1/3}=13.91\) nm⁻¹ and \(E_F=2.457\) eV. For \(z\) carriers per cell, \(z=\Omega k_F^3/3\pi^2\), so

\[
g=\frac{3z}{4E_F}=\frac{9}{4(2.457\ \mathrm{eV})}=0.916\ \mathrm{eV^{-1}} .
\]

Counting plane waves in a periodic box, within 8% of \(E_F\) on either side, gives 0.914 eV⁻¹. The level width is

\[
\frac\hbar\tau=2\pi(0.10)^2(0.9156)(3.9375)\ \mathrm{eV}=0.2265\ \mathrm{eV},
\]

so \(\tau=2.91\) fs and the mean free path is 1.56 nm. The resistivity is

\[
\rho=\frac m{ne^2\tau}=40.3\ \mathrm{\mu\Omega\,cm}.
\]

A direct solution of the Boltzmann equation on 160 directions and two spins also gives 40.3 µΩ cm. With band and \(J\) fixed, spins of 1/2, 3/2 and 5/2 give 1.92, 9.60 and 22.4 µΩ cm. Each is 2.56 µΩ cm times \(S(S+1)\). Doubling \(J\) at \(S=7/2\) gives 161 µΩ cm, four times the first value.

## What each derivation assumes

**The electron distribution.** The Boltzmann route solves for the distribution and needs elastic collisions to do so in closed form. The power route assumes a rigidly shifted Fermi sea. The two agree here because \(\phi\propto\mathbf E\cdot\mathbf v\) is such a shift and one value of \(\tau\) matters. Suppose instead that \(\tau\) varies with energy while scattering stays isotropic. The first route then averages conductivity, \(\rho=m/(n\langle\tau\rangle)\). The second averages the drag, \(\rho=(m/n)\langle1/\tau\rangle\), with the same weight \(\varepsilon^{3/2}(-\partial f_0/\partial\varepsilon)\). Since \(\langle1/\tau\rangle\ge1/\langle\tau\rangle\), the second value is never the smaller.

In the example this matters little. By (5), \(\tau\propto\varepsilon^{-1/2}\), so the Boltzmann conductivity is proportional to \(\int\varepsilon(-\partial f_0/\partial\varepsilon)d\varepsilon\simeq\mu\), the chemical potential. That lies below \(E_F\) by the fraction \((\pi^2/12)(k_BT/E_F)^2\), and \(\rho\) rises by 0.016%. The drag average is proportional to \(\int\varepsilon^2(-\partial f_0/\partial\varepsilon)d\varepsilon\simeq\mu^2+\pi^2(k_BT)^2/3\), which exceeds \(E_F^2\) by the fraction \((\pi^2/6)(k_BT/E_F)^2\), so the second route gives a rise twice as large.

**Degenerate moments.** Both routes let a moment flip at no energy cost. Let neighbours interact through \(-K\,\mathbf S_i\cdot\mathbf S_j\), with \(Z=12\) neighbours. In mean field a moment feels \(ZK\langle S^z\rangle\) and responds with \(S(S+1)/3k_BT\), so \(k_BT_C=ZKS(S+1)/3\). For \(T_C=290\) K, roughly that of gadolinium, each component of the field from independent neighbours has the rms value \(K\sqrt{ZS(S+1)/3}=3.15\) meV. The level spacing is set by the full length of the field, whose rms value is \(\sqrt3\) times larger, 5.5 meV. This is small beside \(k_BT=34.5\) meV.

**Independent moments.** Correlations restore the terms with \(i\neq j\) in (4). For isotropic correlations each ordered pair adds \(\tfrac14\langle\mathbf S_i\cdot\mathbf S_j\rangle\cos(\mathbf q\cdot\mathbf R_{ij})\). To first order in \(K\),

\[
\langle\mathbf S_i\cdot\mathbf S_j\rangle=\frac K{k_BT}\,3\left[\frac{S(S+1)}3\right]^2=S(S+1)\,\frac{T_C}{ZT}.
\]

Summed over a shell at distance \(d\) and averaged over direction, this multiplies the scattering strength by \(1+(T_C/T)\sin(qd)/(qd)\). With \(d=0.36\) nm the resistivity rises by about 2% in this first-order estimate. The change is small although \(T_C/T=0.73\), because \(qd\) runs up to 10 at \(q=2k_F\) and the oscillations of \(\sin(qd)/(qd)\) largely cancel. The weight \(q^3\) plays a minor part: the total rate, which has weight \(q\), changes by 2.6%. The sign depends on \(2k_Fd\). The same estimate gives a fall of 3.7% for one carrier per cell, a rise of 3.3% for two and a fall of 1.8% for five, so the rise belongs to this filling and says nothing about the real metal. Higher orders in \(K\), which also correlate more distant moments, are left out. They add to the rise already at this temperature, and close to \(T_C\) the first-order estimate no longer applies.

**Point-like exchange.** A Gaussian exchange density of rms radius \(r=0.05\) nm has \(F^2=e^{-q^2r^2/3}\) and gives \(R=0.66\). The resistivity falls to about 27 µΩ cm if \(J\) is kept as the value at \(q=0\).

**A single scattering event per site.** Both routes stop at the first power of the coupling in the amplitude. Take one electron over an empty, flat band that is symmetric about its energy. The local propagator is then \(-i\pi g\). For an eigenvalue \(\lambda\) of \(-J\,\mathbf s\cdot\mathbf S\), repeated scattering sums to

\[
t=\lambda+\lambda(-i\pi g)\lambda+\dots=\frac\lambda{1+i\pi g\lambda},\qquad |t|^2=\frac{\lambda^2}{1+\pi^2g^2\lambda^2}.
\]

From \(\mathbf s\cdot\mathbf S=\tfrac12[j(j+1)-S(S+1)-\tfrac34]\) with \(j=S\pm\tfrac12\), the eigenvalues are \(-JS/2\), with \(2S+2\) states, and \(J(S+1)/2\), with \(2S\) states. For \(S=7/2\) they are \(-0.175\) and \(0.225\) eV, and the averaged \(|t|^2\) is 0.75 of its Born value. For \(S=1/2\) the ratio is 0.97. For isolated moments, repeated scattering therefore breaks the \(S(S+1)\) law: between these spins the Born ratio of 21 becomes about 16. With a moment in every cell, as in the worked case, an electron also scatters repeatedly between sites. This estimate leaves that out, so its numbers do not carry over directly.

**No response of the Fermi sea.** With other electrons present, the intermediate state at energy \(\varepsilon\) from the Fermi level may be an empty state or a filled one whose electron moves first. The filled case reverses the order of the electron spin operators. Its energy denominator and its exchange sign both change sign, which leaves the product unchanged. For an electron at the Fermi level, the second-order amplitude per site, apart from the common factor \(1/N\), is

\[
J^2g\int_{-D}^{D}\frac{d\varepsilon}{-\varepsilon}\sum_{ab}\left[(1-f)\,s_as_b+f\,s_bs_a\right]S^aS^b .
\]

The part without \(f\) has no real contribution in a symmetric band of half width \(D\). The rest contains \(\sum_{ab}[s_b,s_a]S^aS^b=\mathbf s\cdot\mathbf S\), by the spin commutators. Pairing \(\varepsilon\) with \(-\varepsilon\) gives \(J^2gL\,\mathbf s\cdot\mathbf S\), where

\[
L=\int_0^D\frac{d\varepsilon}\varepsilon\tanh\frac\varepsilon{2k_BT}\simeq\ln\frac{2e^\gamma D}{\pi k_BT}
\]

and \(\gamma\) is Euler's constant. Against the first-order amplitude \(-J\,\mathbf s\cdot\mathbf S\) this is a relative change \(-JgL\), so the rate changes by \(-2JgL\). At this order the change does not depend on \(S\). It leaves the spin scaling alone and spoils the \(J^2\) scaling.

With \(D=E_F\), \(L=4.39\) and the correction at the Fermi level is \(-2(0.0916)(4.39)=-80\%\). Averaged over the thermal window \(-\partial f_0/\partial\varepsilon\), as the resistivity requires, \(L\) is 4.01 and the correction is \(-73\%\). A first correction of that size shows that the expansion in a bare \(J\) of 0.10 eV is not usable here. The value of \(J\) must be read as the effective coupling at the thermal energy, with the logarithm already absorbed. This matters for the supercell: the components of a classical vector commute, the commutator term vanishes, and no logarithm arises. For a bare \(J\) of 0.10 eV, summing the leading logarithms would multiply the quantum rate by \((1+JgL)^{-2}\approx0.5\), a larger effect than the factor 0.78 between the two vector lengths. What remains is a drift: if \(T\) doubles, \(L\) falls by \(\ln2\), and the rate rises by \(2Jg\ln2\), about 13%. The temperature-independent resistivity of (1) is thus a leading-order statement.

## Beside the real metal

Gadolinium has a large, nearly pure spin moment, and its resistivity somewhat above room temperature lies between 100 and 150 µΩ cm. That figure includes phonons. For an assumed electron–phonon coupling \(\lambda_{ph}=0.5\), the classical level width \(2\pi\lambda_{ph}k_BT\) is 0.108 eV at 400 K. In the same band this adds \(40.3\times0.1083/0.2265=19.3\) µΩ cm, if the rates add. The model total is then about 60 µΩ cm, the right order but low. The single isotropic parabolic band is far from the real metal: gadolinium is hexagonal, and several bands with d character cross its Fermi level. The mass of three is a crude stand-in for them, and \(J\) is a round choice. Since \(\rho\propto m^2J^2\) at fixed density, raising \(J\) to 0.15 eV alone would multiply the Born value of the spin part by 2.25, to about 91 µΩ cm; scattering beyond Born order would change that factor. The absolute value therefore carries an uncertainty of at least a factor of two. The choice of vector length is on firmer ground: within Born order it follows from (3) and does not depend on the band, provided \(J\) is the effective coupling and not the bare one. The full set of values is in the numerical output.

## Table of computed values

```
Local spin S: 3.5
Coupling J: 0.10 eV
Cell volume: 0.033 nm^3
Carriers per cell: 3
Band mass: 3.0 electron masses
Temperature: 400 K
Thermal energy kB T: 34.47 meV
Rough ordering temperature: 290 K
Carrier density: 90.91 nm^-3
Fermi wavevector: 13.911 nm^-1
Fermi energy: 2.457 eV
DOS per spin and cell, formula: 0.9156 eV^-1
DOS per spin and cell, counted: 0.9135 eV^-1
Spin factor S(S+1)/4: 3.9375
Spin-flip share of rate: 0.6667
Golden-rule test, exact/formula: 0.9895
Level width hbar/tau: 0.2265 eV
Scattering time: 2.906 fs
Mean free path: 1.560 nm
kF times mean free path: 21.70
Resistivity, formula: 40.30 micro-ohm cm
Resistivity, Boltzmann solve: 40.30 micro-ohm cm
Resistivity, atomic units: 1.8538
Same band, S=0.5: 1.92 micro-ohm cm
Same band, S=1.5: 9.60 micro-ohm cm
Same band, S=2.5: 22.39 micro-ohm cm
S=7/2, J doubled: 161.20 micro-ohm cm
Classical S^2 over S(S+1): 0.7778
Assumed rms exchange radius: 0.05 nm
Finite-range factor: 0.6583
Neighbour distance: 0.3600 nm
Neighbour spin correlation / S(S+1): 0.0601
Correlation change of resistivity: 1.97 %
Rms spin-flip energy: 3.15 meV
Thermal smearing change: 0.0162 %
Repeated-scattering ratio, S=1/2: 0.9654
Repeated-scattering ratio, S=7/2: 0.7455
Dimensionless coupling J g: 0.0916
Thermal logarithm L: 4.392
First logarithmic correction: -80.4 %
Logarithmic drift, T doubled: 12.7 %
Assumed phonon coupling: 0.5
Phonon level width: 0.1083 eV
Phonon resistivity: 19.27 micro-ohm cm
```
